# The addition spectrum from a Lanczos continued fraction

## Definitions and conventions

Let \(H\) be a Hermitian Hamiltonian on a finite-dimensional Fock space that conserves the particle number. Its \(N\)-particle ground state \(|0\rangle\), with energy \(E_0\), is taken to be non-degenerate. The operator \(a^\dagger\) creates a fermion in one orbital, and \(|\varphi\rangle=a^\dagger|0\rangle\) is assumed nonzero. In the \((N+1)\)-particle sector define \(K=H-E_0\), with orthonormal eigenvectors \(|n\rangle\) and eigenvalues \(\varepsilon_n=E_n^{N+1}-E_0\). No chemical potential is subtracted. The variable \(z\) is a complex energy, and real energies are \(E=\hbar\omega\).

With \(a(t)=e^{iHt/\hbar}\,a\,e^{-iHt/\hbar}\), the addition Green's function for \(\operatorname{Im}z>0\) is
\[ G^+(z)=-\frac{i}{\hbar}\int_0^\infty dt\;e^{izt/\hbar}\,\langle 0|a(t)\,a^\dagger|0\rangle . \]
The left exponential acting on \(\langle 0|\) gives \(e^{iE_0t/\hbar}\), so the correlation function is \(\langle\varphi|e^{-iKt/\hbar}|\varphi\rangle=\sum_n w_n e^{-i\varepsilon_nt/\hbar}\), with weights \(w_n=|\langle n|\varphi\rangle|^2\). For each term \(\int_0^\infty e^{i(z-\varepsilon_n)t/\hbar}dt=-\hbar/[i(z-\varepsilon_n)]\), because the upper limit vanishes when \(\operatorname{Im}z>0\). Multiplying by \(-i/\hbar\) gives the Lehmann form,
\[ G^+(z)=\sum_n\frac{w_n}{z-\varepsilon_n}=\langle\varphi|(z-K)^{-1}|\varphi\rangle,\qquad A^+(E)=\sum_n w_n\,\delta(E-\varepsilon_n). \tag{1} \]
\(A^+\) is a density per energy; per angular frequency it is \(\hbar A^+\). Its moments are
\[ \mu_k=\int dE\,E^kA^+(E)=\sum_n w_n\varepsilon_n^k=\langle\varphi|K^k|\varphi\rangle, \tag{2} \]
and \(\mu_0=\langle aa^\dagger\rangle=1-\langle a^\dagger a\rangle\). The vector \(a^\dagger|0\rangle\) carries only the addition part of the spectrum. The removal part needs a second vector and is treated at the end.

## What goes wrong with the direct routes

Equation (1) can be evaluated by diagonalizing \(K\), at a cost in memory of the square of the sector dimension, which at fixed filling grows exponentially with the number of orbitals. A product \(K|v\rangle\) with a sparse \(K\) is affordable much longer, and (2) shows that such products give moments. Expanding \(1/(z-\varepsilon)=\sum_k\varepsilon^k/z^{k+1}\) in (1) gives
\[ G^+(z)=\sum_{k=0}^\infty\frac{\mu_k}{z^{k+1}} . \tag{3} \]
The naive scheme computes \(K^k|\varphi\rangle\), forms the \(\mu_k\) and truncates (3). It has two faults.

First, let \(\bar\varepsilon\) be the largest \(|\varepsilon_n|\) with \(w_n>0\). The geometric series for that level converges only for \(|z|>\bar\varepsilon\), while the spectrum lies at \(|E|\le\bar\varepsilon\). A truncation of (3) is moreover a polynomial in \(1/z\), with a single pole, of order growing with the truncation, at \(z=0\), wherever the levels lie. The form sought here instead has simple real poles spread over the range of the spectrum, as \(G^+\) itself does.

Second, such a function could come from projecting \(K\) on the vectors \(K^k|\varphi\rangle\), \(k<M\), whose overlap matrix is \(S_{ij}=\mu_{i+j}\). But \(K^k|\varphi\rangle=\sum_n\varepsilon_n^k|n\rangle\langle n|\varphi\rangle\), so the component of level \(n\) shrinks against the dominant one as \((|\varepsilon_n|/\bar\varepsilon)^k\). When one level has the largest \(|\varepsilon_n|\), successive vectors become parallel and \(S\) approaches a singular matrix. The components of small \(|\varepsilon_n|\) shrink fastest, and among levels of comparable weight they are the first to sink below rounding error.

The space spanned by these vectors, the Krylov space \(\mathcal K_M\), is not at fault; the basis is. The cure is to orthogonalize each new vector as it is made.

## The recursion

Set \(q_0=\varphi/\sqrt{\mu_0}\), \(q_{-1}=0\), \(b_0=0\), and for \(j=0,1,\dots\)
\[ a_j=\langle q_j|K|q_j\rangle,\qquad b_{j+1}q_{j+1}=Kq_j-a_jq_j-b_jq_{j-1}, \tag{4} \]
where \(b_{j+1}\ge0\) is the norm of the right side. The \(a_j\) are real because \(K\) is Hermitian. One step is one product with \(K\), so \(M\) steps yield \(a_0,\dots,a_{M-1}\) and \(b_1,\dots,b_M\). Assume \(b_1,\dots,b_{M-1}>0\).

Only two earlier vectors are subtracted, yet in exact arithmetic \(q_{j+1}\) is orthogonal to all of them. Suppose \(q_0,\dots,q_j\) are orthonormal and call the right side of (4) \(r\). Then \(\langle q_j|r\rangle=a_j-a_j=0\). For \(i<j\), Hermiticity and (4) at step \(i\) give
\[ \langle q_i|K|q_j\rangle=\langle Kq_i|q_j\rangle=\langle b_{i+1}q_{i+1}+a_iq_i+b_iq_{i-1}|q_j\rangle=b_{i+1}\delta_{i+1,j}. \]
For \(i=j-1\) this is \(b_j\), which the term \(-b_j\langle q_{j-1}|q_{j-1}\rangle\) cancels. For \(i<j-1\) every term of \(\langle q_i|r\rangle\) vanishes. The induction is complete, and only three vectors need to be stored.

Let \(Q\) have columns \(q_0,\dots,q_{M-1}\), let \(e_0,\dots,e_{M-1}\) be the unit vectors of \(\mathbb C^M\), and let \(T\) be the real symmetric tridiagonal matrix with \(T_{jj}=a_j\) and \(T_{j-1,j}=T_{j,j-1}=b_j\). The \(M\) equations (4) are the columns of
\[ KQ=QT+b_M\,q_M\,e_{M-1}^{T}. \tag{5} \]
Multiplying by \(Q^\dagger\), with \(Q^\dagger Q=1\) and \(Q^\dagger q_M=0\), gives \(Q^\dagger KQ=T\). The approximation replaces \(K\) by its projection:
\[ G_M(z)=\mu_0\,[(z-T)^{-1}]_{00},\qquad \mu_k^{(M)}=\mu_0\,(T^k)_{00}. \tag{6} \]

## How many moments survive the projection

Since \(T\) couples only neighbouring indices, \(T^ke_0\) has components only at indices \(0,\dots,k\). Its component at index \(k\) arises in one way, by a step from index \(k-1\), so it equals \(b_1b_2\cdots b_k\). Thus \(e_{M-1}^TT^ke_0\) is zero for \(k<M-1\) and \(b_1\cdots b_{M-1}\) for \(k=M-1\).

Start from \(q_0=Qe_0\) and suppose \(K^kq_0=QT^ke_0\). Applying \(K\) and using (5),
\[ K^{k+1}q_0=QT^{k+1}e_0+b_M\,q_M\,(e_{M-1}^TT^ke_0). \]
The last term vanishes for \(k<M-1\) and first appears at \(k=M-1\):
\[ K^kq_0=QT^ke_0\quad(k\le M-1),\qquad K^Mq_0=QT^Me_0+b_1\cdots b_M\,q_M. \tag{7} \]
Used on the ket alone, (7) secures moments only to order \(M\). Hermiticity allows the powers to be shared between bra and ket. For \(i,j\le M-1\),
\[ \frac{\mu_{i+j+1}}{\mu_0}=\langle K^iq_0|K|K^jq_0\rangle=e_0^TT^i\,(Q^\dagger KQ)\,T^je_0=(T^{i+j+1})_{00}. \]
The sum \(i+j+1\) takes every value from \(1\) to \(2M-1\), and \(k=0\) holds by normalization. For the next moment, \(\mu_{2M}/\mu_0=\|K^Mq_0\|^2\), and the two terms in (7) are orthogonal, so their squared norms add; the first is \(e_0^TT^MQ^\dagger QT^Me_0=(T^{2M})_{00}\). Therefore
\[ \mu_k^{(M)}=\mu_k\ \ (0\le k\le 2M-1),\qquad \mu_{2M}-\mu_{2M}^{(M)}=\mu_0\,b_1^2b_2^2\cdots b_M^2 . \tag{8} \]
The first \(2M\) moments, counted from \(\mu_0\), are exact, and the next is too small by a known amount, so \(2M\) cannot be improved unless \(b_M=0\). The count matches the \(2M\) numbers \(\mu_0\), \(a_0,\dots,a_{M-1}\), \(b_1^2,\dots,b_{M-1}^2\) that define \(G_M\). The lowest cases give their meaning: \(a_0=\mu_1/\mu_0\) is the centre of the spectrum, and \(b_1^2=\mu_2/\mu_0-a_0^2\) is its variance. In time, the Taylor coefficients of \(\langle\varphi|e^{-iKt/\hbar}|\varphi\rangle\) are \(\mu_k(-i/\hbar)^k/k!\), so the correlation function is right through order \(t^{2M-1}\).

## The continued fraction and its poles

Define, from the bottom up and for \(\operatorname{Im}z>0\),
\[ g_M=0,\qquad g_j=\frac{1}{z-a_j-b_{j+1}^2\,g_{j+1}} . \tag{9} \]
No denominator vanishes: if \(\operatorname{Im}g_{j+1}\le0\), the denominator has imaginary part at least \(\operatorname{Im}z\), and then \(\operatorname{Im}g_j<0\). Put \(x_0=g_0\), \(x_j=b_jg_jx_{j-1}\), so that \(x_M=0\). Then
\[ (z-a_j)x_j-b_{j+1}x_{j+1}=x_j\,(z-a_j-b_{j+1}^2g_{j+1})=\frac{x_j}{g_j}, \]
which equals \(1\) for \(j=0\) and \(b_jx_{j-1}\) for \(j\ge1\). These are the rows of \((z-T)x=e_0\). The matrix \(z-T\) is invertible because \(T\) has real eigenvalues, so \(x_0=[(z-T)^{-1}]_{00}\) and
\[ G_M(z)=\cfrac{\mu_0}{z-a_0-\cfrac{b_1^2}{z-a_1-\cfrac{b_2^2}{\ddots\;-\cfrac{b_{M-1}^2}{z-a_{M-1}}}}}=\sum_{l}\frac{v_l}{z-\theta_l},\qquad v_l=\mu_0s_{0l}^2 . \tag{10} \]
Here \(\theta_l\) and \(s_l\) are the eigenvalues and real normalized eigenvectors of \(T\), and \(\mu_k^{(M)}=\sum_lv_l\theta_l^k\) are the moments of this pole spectrum.

Row \(j\) of \(Ts=\theta s\) fixes \(s_{j+1}\) from \(s_j\) and \(s_{j-1}\), because \(b_{j+1}\neq0\). The whole eigenvector is thus fixed by \(s_0\): it would vanish if \(s_0=0\), and two eigenvectors for one \(\theta\) are proportional. So there are \(M\) distinct real poles, all with \(v_l>0\). The same argument run from the last row shows \(s_{M-1}\ne0\).

Each \(\theta_l=\langle Qs_l|K|Qs_l\rangle\) is an expectation value in a normalized vector of \(\mathcal K_M\), which contains only levels with \(w_n>0\), so the poles lie between the lowest and highest such levels. The matrix \(T\) for \(M\) steps is the leading block of the matrix for \(M+1\) steps. Padding the lowest eigenvector with a zero gives a trial vector with expectation \(\theta_{\min}(M)\), so \(\theta_{\min}(M+1)\le\theta_{\min}(M)\). Equality would make the padded vector an eigenvector, and its last row would demand \(b_Ms_{M-1}=0\). The lowest pole therefore falls strictly while \(b_M>0\), and is an upper bound on the addition threshold.

## The error at finite M, and termination

Equation (8) says that \(\sum_nw_nf(\varepsilon_n)=\sum_lv_lf(\theta_l)\) for every polynomial \(f\) of degree at most \(2M-1\); the poles and weights form a Gauss quadrature for \(A^+\). Let \(p(x)=\prod_l(x-\theta_l)\). The polynomial \(p(x)^2\) is \(x^{2M}\) plus terms of lower degree, so the two sums differ by the defect in (8), and the pole sum vanishes because \(p(\theta_l)=0\):
\[ \sum_nw_n\,p(\varepsilon_n)^2=\mu_0b_1^2\cdots b_M^2 . \tag{11} \]
For fixed \(z\), \(p(z)^2-p(x)^2\) has degree \(2M\) in \(x\) and vanishes at \(x=z\), so \(f(x)=[p(z)^2-p(x)^2]/(z-x)\) is a polynomial of degree \(2M-1\). Its exact sum is \(p(z)^2G^+(z)-\sum_nw_np(\varepsilon_n)^2/(z-\varepsilon_n)\), and its pole sum is \(p(z)^2G_M(z)\). Equating them and then using \(|z-\varepsilon_n|\ge\operatorname{Im}z\) with (11),
\[ G^+-G_M=\frac{1}{p(z)^2}\sum_n\frac{w_n\,p(\varepsilon_n)^2}{z-\varepsilon_n},\qquad |G^+-G_M|\le\frac{\mu_0b_1^2\cdots b_M^2}{|p(z)|^2\operatorname{Im}z}. \tag{12} \]
The bound needs only Lanczos data. For large \(|z|\) the error tends to \(\mu_0\prod b_j^2/z^{2M+1}\), the difference between the \(z^{-(2M+1)}\) terms of (3) and of the same expansion of \(G_M\), the first terms that differ. At fixed \(M\) and fixed \(\operatorname{Re}z\) the bound diverges as \(\operatorname{Im}z\to0\), so it gives no control on the real axis itself; the examples below show that exact moments do not place individual poles on exact levels.

If \(b_M=0\), (11) forces \(p(\varepsilon_n)=0\) for every level with weight, and (12) gives \(G_M=G^+\). Let \(D\) be the number of distinct \(\varepsilon_n\) with nonzero total weight. For \(M<D\), the \(M\) roots of \(p\) cannot cover \(D\) levels, so (11) is positive and \(b_M>0\). All \(q_j\) lie in the \(D\)-dimensional span of the projections of \(\varphi\) on the eigenspaces, which cannot hold \(D+1\) orthonormal vectors, so \(b_D=0\). The recursion ends at exactly \(M=D\).

## The scheme and where the theorem stops applying

One finds \(|0\rangle\) and \(E_0\), forms \(\varphi\) and \(\mu_0=\langle\varphi|\varphi\rangle\), runs (4) for \(M\) steps or until \(b_{j+1}\) is zero to rounding, and evaluates (9) at \(z=E+i\eta\) to obtain
\[ A_{\eta,M}(E)=-\frac1\pi\operatorname{Im}G_M(E+i\eta)=\sum_l v_l\,\frac{\eta/\pi}{(E-\theta_l)^2+\eta^2}. \]
Equation (8) concerns the poles and weights, not this broadened curve. At large \(|E|\), \(E^2A_{\eta,M}\to\mu_0\eta/\pi\) on both sides, so the second moment taken over \(|E|<\Lambda\) grows as \(2\mu_0\eta\Lambda/\pi\) and has no limit.

The proof used only a Hermitian \(K\) and a start vector. If the ground state is approximate, (8) holds for the weights of the vector actually used, and an error in \(E_0\) shifts all poles rigidly. For a degenerate ground state it suffices to make one run for each member of an orthonormal basis of the multiplet, a member annihilated by \(a^\dagger\) needing no run and contributing zero; the average over all members, which is the zero-temperature limit of the thermal function at fixed particle number, keeps \(2M\) moments because moments are linear in \(A^+\). In floating point, orthogonality to \(q_i\) with \(i<j-1\) is never enforced and can be lost, which breaks \(Q^\dagger Q=1\). Rounding can also mix in levels that have no weight in \(\varphi\). For either reason the recursion can run past \(M=D\) without any \(b_j\) becoming small, so \(M\) should be chosen by the convergence of the broadened curve, not by waiting for termination. The form (10) with real poles and positive weights summing to \(\mu_0\) survives, since it needs only real \(a_j\) and \(b_j>0\).

## A case that can be done by hand

Take the open Hubbard chain
\[ H=-t\sum_{i\sigma}(c^\dagger_{i\sigma}c_{i+1,\sigma}+c^\dagger_{i+1,\sigma}c_{i\sigma})+U\sum_in_{i\uparrow}n_{i\downarrow} \]
at half filling with equal numbers of up and down electrons, the round parameters \(t=1\) eV and \(U=3\) eV, and \(a^\dagger=c^\dagger_{1\uparrow}\).

For two sites write \(|ij\rangle=c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|\mathrm{vac}\rangle\) and use the orbitals \(\beta,\alpha=(c_1\pm c_2)/\sqrt2\) with energies \(\mp t\). The states \(|11\rangle-|22\rangle\) and \(|12\rangle-|21\rangle\) are annihilated by the hopping and have energies \(U\) and \(0\). The other two are
\[ |B\rangle=\beta^\dagger_\uparrow\beta^\dagger_\downarrow|\mathrm{vac}\rangle,\quad |A\rangle=\alpha^\dagger_\uparrow\alpha^\dagger_\downarrow|\mathrm{vac}\rangle,\quad |B\rangle,|A\rangle=\tfrac12\big(|11\rangle+|22\rangle\pm|12\rangle\pm|21\rangle\big). \]
The interaction keeps the \(|11\rangle\) and \(|22\rangle\) parts, so each of its four matrix elements is \(U(\tfrac14+\tfrac14)=U/2\). The \(2\times2\) matrix has diagonal \(U/2\mp2t\) and off-diagonal \(U/2\), with eigenvalues \((U\mp s)/2\), where \(s=\sqrt{U^2+16t^2}=5\) eV. Hence \(E_0=-1\) eV. With \(|0\rangle=\cos\vartheta|B\rangle-\sin\vartheta|A\rangle\), the first row reads \((U/2-2t-E_0)\cos\vartheta=(U/2)\sin\vartheta\), so \(\tan\vartheta=(s-4t)/U=1/3\), \(\cos^2\vartheta=0.9\) and \(\sin^2\vartheta=0.1\).

Since \(c^\dagger_{1\uparrow}=(\beta^\dagger_\uparrow+\alpha^\dagger_\uparrow)/\sqrt2\), and only the empty orbital can be filled, \(\varphi\) has squared amplitudes \(\cos^2\vartheta/2=0.45\) and \(\sin^2\vartheta/2=0.05\) on the states with both up orbitals full and the down electron in \(\beta\) or \(\alpha\). The up electrons have kinetic energy \(-t+t=0\) and occupy both sites, so the down electron always costs \(U\). The levels are \(\varepsilon=U\mp t-E_0=3\) eV and \(5\) eV, and \(\mu_0=0.5\).

The normalized weights \(0.9\) and \(0.1\) give \(a_0=0.9\cdot3+0.1\cdot5=3.2\) eV and \(b_1^2=0.9\cdot9+0.1\cdot25-3.2^2=0.36\) eV². Here \(D=2\), so \(q_0,q_1\) span the space and the trace fixes \(a_1=3+5-3.2=4.8\) eV. One step gives a single pole at \(3.2\) eV. It reproduces \(\mu_0\) and \(\mu_1=1.6\) eV, but \(\mu_2^{(1)}=0.5\cdot3.2^2=5.12\) eV² falls short of \(\mu_2=0.45\cdot9+0.05\cdot25=5.3\) eV² by \(0.18\) eV², which is \(\mu_0b_1^2\). Two steps give, with energies in eV,
\[ G_2=\frac{0.5}{z-3.2-\dfrac{0.36}{z-4.8}}=\frac{0.5\,(z-4.8)}{z^2-8z+15}=\frac{0.5\,(z-4.8)}{(z-3)(z-5)}, \]
with residues \(0.5(-1.8)/(-2)=0.45\) and \(0.5(0.2)/2=0.05\), the exact function.

## Six sites

For six sites the sectors have dimensions \(20\cdot20=400\) and \(15\cdot20=300\), small enough for dense numerical diagonalization to supply \(|0\rangle\) and the exact \(\varepsilon_n,w_n\). It gives a non-degenerate ground state with \(E_0=-3.7161\) eV, \(\langle n_{1\uparrow}\rangle=\langle n_{1\downarrow}\rangle=0.5\), \(\mu_0=0.5\), and 15 levels with \(w_n>10^{-4}\). The digits below serve the comparison of the two routes, not a material. Recursion (4) in double precision gives \(a_0,a_1,a_2=3.124370,\ 3.801654,\ 4.110070\) eV and \(b_1,b_2,b_3=0.781935,\ 0.970377,\ 0.937703\) eV.

For \(M=3\) the poles are \(2.4028\), \(3.5509\) and \(5.0824\) eV with weights \(0.2351\), \(0.2279\) and \(0.0370\). The moments through \(k=5\) agree with the Lehmann sums in all eight digits compared; for example \(\mu_2=\mu_0(a_0^2+b_1^2)=0.5\,(9.76169+0.61142)=5.18655\) eV², and \(\mu_5=272.94223\) eV⁵ by both routes. At \(k=6\) the exact value is \(1139.951\) eV⁶ and the three poles give \(1139.698\) eV⁶. Equation (8) predicts
\[ 0.5\,(0.781935\cdot0.970377\cdot0.937703)^2=0.5\cdot0.506236=0.253118\ \text{eV}^6, \]
and the difference of the unrounded moments is the same number, about \(2\times10^{-4}\) of \(\mu_6\). Six exact moments still leave the lowest pole wrong: the exact threshold is \(\varepsilon_0=2.3200\) eV \(=3.717\times10^{-19}\) J, or \(\omega=3.525\times10^{15}\) rad/s, with weight \(0.1757\) against \(0.2351\).

At \(z=(4+0.3i)\) eV the series (3) diverges, because a weighted level lies at or above the pole at \(5.08\) eV, beyond \(|z|\). The exact value is \(G^+=(0.2564-0.3380\,i)\) eV⁻¹, of modulus \(\sqrt{0.2564^2+0.3380^2}=0.424\) eV⁻¹. The error \(|G^+-G_M|\) is \(0.128\) eV⁻¹ for \(M=4\) and \(0.040\) eV⁻¹ for \(M=8\), about 30% and 10% of \(|G^+|\). The bounds (12) are \(0.69\) and \(0.49\) eV⁻¹. They are loose because the only estimate made, replacing each \(1/(z-\varepsilon_n)\) by its largest possible modulus, discards both distance and phase.

The table gives the largest absolute deviation of \(A_{\eta,M}\) from the exact broadened spectrum for \(\eta=0.3\) eV on a grid from 0 to 12 eV; the exact curve peaks at \(0.2206\) eV⁻¹.

| \(M\) | \(\theta_{\min}\) (eV) | deviation (eV⁻¹) |
|---|---|---|
| 5 | 2.32642591 | \(3.0\times10^{-2}\) |
| 10 | 2.32004568 | \(1.0\times10^{-2}\) |
| 20 | 2.32001261 | \(5.9\times10^{-4}\) |
| 50 | 2.32001261 | \(2.8\times10^{-8}\) |
| 200 | 2.32001261 | \(3\times10^{-15}\) |

The threshold is approached from above and is settled to these digits at \(M=20\), when the curve still deviates by \(0.3\%\) of its peak. At \(M=200\), without reorthogonalization, the largest element of \(Q^\dagger Q-1\) has modulus \(0.56\), and \(T\) has four eigenvalues within \(10^{-6}\) eV of \(\varepsilon_0\). Both numbers depend on the order of rounding and can differ between machines. The weights of the eigenvalues clustered at \(\varepsilon_0\) sum to \(0.175701\), the exact \(w_0\) to six digits. That the cluster weight and the broadened curve survive is observed in this example and does not follow from the proof above. Pole counts at large \(M\) are therefore not level counts.

## The removal part

The retarded fermion function is built from the anticommutator \(\{a(t),a^\dagger\}\). Its second term is \(\langle0|a^\dagger a(t)|0\rangle=\langle0|a^\dagger e^{-i(E_0-H)t/\hbar}a|0\rangle\), which has the form already treated with \(K^-=E_0-H\) in the \((N-1)\)-particle sector and start vector \(a|0\rangle\). Two runs of \(M\) steps give the moments \(m_k\) of \(A=A^++A^-\) through \(k=2M-1\).

These can be compared with commutators. Let \(J=[a,H]\). Since \(H|0\rangle=E_0|0\rangle\), one has \(K^-a|0\rangle=J|0\rangle\) and \(Ka^\dagger|0\rangle=[H,a^\dagger]|0\rangle=J^\dagger|0\rangle\), or \(\langle0|aK=\langle0|J\). Adding the two parts, \(m_0=\langle\{a,a^\dagger\}\rangle=1\), \(m_1=\langle\{J,a^\dagger\}\rangle\) and \(m_2=\langle\{J,J^\dagger\}\rangle\). From \([c_i,c_j^\dagger c_k]=\delta_{ij}c_k\), the end site has \(J=-tc_{2\uparrow}+Un_{1\downarrow}c_{1\uparrow}\). The operator \(n_{1\downarrow}\) commutes with up-spin operators and equals its square, and \(\{c_{2\uparrow},c^\dagger_{1\uparrow}\}=0\) removes the cross terms, so
\[ m_1=U\langle n_{1\downarrow}\rangle=1.5\ \text{eV},\qquad m_2=t^2+U^2\langle n_{1\downarrow}\rangle=5.5\ \text{eV}^2 . \]
The removal run for six sites gives \(\mu_0^-=0.5\), \(a_0^-=-0.124370\) eV and \(b_1^-=0.781935\) eV. Then \(m_1=0.5\,(3.124370-0.124370)=1.5\) eV and \(m_2=5.18655+0.5\,(0.01547+0.61142)=5.5000\) eV².
